# Clausing's integral equation and the long-tube limit for a via

A via 50 nm wide and 500 nm deep is exposed to a dilute vapour. Of the molecules that enter it, 0.25 % have a clear flight to the bottom, yet 10.9 % arrive there even though the walls scatter them in random directions. The familiar long-tube formula, four diameters over three lengths, gives 13.3 %. Both the large gain over line of sight and the failure of the formula at this depth follow from one integral equation.

## Setting and theorem

The via is a straight circular cylinder of radius \(R\), diameter \(D=2R\) and length \(L\), with depth \(x\) measured from the entrance. The assumptions are these.

1. Molecules do not collide with one another inside the via, and the flow is steady.
2. They enter uniformly over the opening, with directions distributed by the cosine law, as from a gas at rest.
3. A molecule that strikes the wall leaves from the same place by the cosine law, with no memory of its arrival. None is retained.
4. Every molecule that reaches \(x=L\) is removed. The bottom thus acts like an opening into vacuum. A closed bottom that retained nothing would give no net flow.

The cosine law means that a molecule leaving a surface point lands on an area \(dA'\) at distance \(r\) with probability \(\cos\theta\cos\theta'\,dA'/(\pi r^2)\), where the angles are taken from the two surface normals.

Let \(w(x)\) be the probability that a molecule leaving the wall at \(x\) finally passes \(x=L\), and let \(W\) be the same probability for a molecule entering the via. With \(s(z)=\sqrt{z^2+4R^2}\), define

\[
F(z)=\frac{4R^2}{(s+z)^2},\qquad S(z)=\frac{R\,F(z)}{s},\qquad
K(z)=\frac1{2R}\left[1-\frac{z(z^2+6R^2)}{s^3}\right].
\]

**Theorem.** Under assumptions 1 to 4, \(w\) is the unique bounded solution of Clausing's equation

\[
w(x)=S(L-x)+\int_0^L K(|x-y|)\,w(y)\,dy, \tag{1}
\]

the transmission probability is

\[
W=F(L)+\frac2R\int_0^L S(x)\,w(x)\,dx, \tag{2}
\]

and for \(L\ge 3R/4\)

\[
\frac{8R}{3L}\left[1-\sqrt{\frac{3R}{L}}-\frac{2R}{L}\right]\le W\le\frac{8R}{3L}. \tag{3}
\]

Hence \(W\big/(4D/3L)\to1\) as \(L/D\to\infty\).

## Lemma 1: single flights

*\(K(z)\,dz\) is the probability of flying from a wall point to the wall ring \(dz\) at axial distance \(z\); \(S(z)\) that of flying from the wall through an opening at distance \(z\); \(F(z)\) that of flying from one cross-section to another at distance \(z\).*

**Wall to wall.** Two wall points separated by \(z\) along the axis and by \(\varphi\) in azimuth have \(r^2=z^2+2R^2(1-\cos\varphi)\). Projecting the chord on either inward normal gives \(\cos\theta=\cos\theta'=R(1-\cos\varphi)/r\). With \(dA'=R\,d\varphi\,dz\), \(a=z^2/2R^2\) and \(b=a+1\), so that \(r^2=2R^2(b-\cos\varphi)\),

\[
K=\int_0^{2\pi}\frac{R^3(1-\cos\varphi)^2}{\pi r^4}\,d\varphi
=\frac1{4\pi R}\int_0^{2\pi}\left[1-\frac{a}{b-\cos\varphi}\right]^2d\varphi .
\]

The substitution \(t=\tan(\varphi/2)\) gives

\[
\int_0^{2\pi}\frac{d\varphi}{b-\cos\varphi}=\int_{-\infty}^{\infty}\frac{2\,dt}{(b-1)+(b+1)t^2}=\frac{2\pi}{\sqrt{b^2-1}},
\]

and \(-d/db\) of this gives \(\int_0^{2\pi}(b-\cos\varphi)^{-2}d\varphi=2\pi b/(b^2-1)^{3/2}\). Since \(b^2-1=a(a+2)=z^2s^2/4R^4\), expanding the square yields

\[
K=\frac1{2R}\left[1-\frac{2a}{\sqrt{b^2-1}}+\frac{a^2b}{(b^2-1)^{3/2}}\right]
=\frac1{2R}\left[1-\frac{2z}{s}+\frac{z(z^2+2R^2)}{s^3}\right].
\]

Writing \(2z/s=2z(z^2+4R^2)/s^3\) and collecting terms gives the stated \(K\).

**Wall to opening.** Imagine the wall continued beyond the opening. A molecule passes through the opening on its first flight if and only if it would strike the continuation, so the probability is \(\int_z^\infty K\). To see that this equals \(S\), use \((s-z)(s+z)=4R^2\), which gives \(F=(s-z)^2/4R^2\) and

\[
S=\frac{(s-z)^2}{4Rs}=\frac1{4R}\left(s-2z+\frac{z^2}{s}\right).
\]

With \(s'=z/s\),

\[
S'=\frac1{4R}\left(\frac{3z}{s}-2-\frac{z^3}{s^3}\right)
=\frac1{4R}\left(\frac{2z^3+12R^2z}{s^3}-2\right)=-K .
\]

As \(S\to0\) at infinity, \(S(z)=\int_z^\infty K\). Also \(S(0)=\tfrac12\): half the molecules leaving a wall point go each way.

**Opening to opening.** Let an infinitely long wall emit one molecule per unit area and time by the cosine law. Such a surface sends the same intensity along every ray, so the molecules crossing any cross-section in one direction form a uniform cosine-law beam, \(\pi R^2\) per unit time. This is the beam of assumption 2. Those that cross one section and also the next, a distance \(z\) on, without touching the wall between started at some distance \(y\) behind the first. Their number is \(2\pi R\int_0^\infty S(z+y)\,dy\), and division by \(\pi R^2\) gives the probability \((2/R)\int_z^\infty S\). It equals \(F\), because

\[
F'=\frac{2(s-z)(z/s-1)}{4R^2}=-\frac{(s-z)^2}{2R^2s}=-\frac{2S}{R},\qquad F(\infty)=0. \tag{4}
\]

An entering molecule therefore first strikes the wall in \(dx\) with probability \(-F'(x)\,dx=(2/R)S(x)\,dx\). \(\square\)

## Lemma 2: the equation and its solution

A molecule leaving the wall at \(x\) either passes the far end on its next flight, with probability \(S(L-x)\), or lands on the wall at \(y\) and starts afresh, or is lost through the entrance. This is (1). The same count for an entering molecule gives (2).

Write (1) as \(Aw=S(L-x)\), where \((Aw)(x)=w(x)-\int_0^LK(|x-y|)w(y)\,dy\). Since \(\int_{-\infty}^\infty K(|x-y|)\,dy=2S(0)=1\), and the parts beyond the two ends are \(S(x)\) and \(S(L-x)\),

\[
A1=S(x)+S(L-x). \tag{5}
\]

The kernel thus integrates to at most \(1-2S(L)<1\) over the via, since \(S\) decreases. Iteration of (1) contracts, and the bounded solution is unique. Started from zero, the \(n\)th iterate is the probability of passing within \(n\) flights, so the limit is the physical \(w\), with \(0\le w\le1\).

Reflection \(x\to L-x\) leaves \(A\) unchanged. By (5), \(A[1-w(L-x)]=S(x)+S(L-x)-S(x)=S(L-x)\), and uniqueness gives

\[
w(x)+w(L-x)=1. \tag{6}
\]

**Remark.** Let \(J_0\) be the entering flux and \(\nu(x)\) the rate per unit wall area at which molecules leave the wall. Direct arrivals from the entrance contribute \(J_0\pi R^2(2S/R)/(2\pi R)=J_0S(x)\), so \(A\nu=J_0S(x)\) and \(\nu=J_0(1-w)\). The function \(1-w\) is the wall flux relative to the entering flux \(J_0\).

## Lemma 3: an exact second form of the transmission

\[
W=\frac2L\int_0^L F(x)\,[1-w(x)]\,dx. \tag{7}
\]

**Proof.** First apply \(A\) to the function \(x\). On the infinite line the even, normalised kernel reproduces \(x\); its first moment converges because \(K\) falls as \(z^{-4}\). So \(Ax\) is the part of that integral outside the via. With \(u=|y-x|\),

\[
Ax=\int_{L-x}^\infty K(u)(x+u)\,du+\int_x^\infty K(u)(x-u)\,du .
\]

Integration by parts, with \(K=-S'\) and (4), gives \(\int_c^\infty uK\,du=cS(c)+\int_c^\infty S\,du=cS(c)+\tfrac R2F(c)\). The first integral is then \(xS(L-x)+(L-x)S(L-x)+\tfrac R2F(L-x)\), the second \(xS(x)-xS(x)-\tfrac R2F(x)\). Hence

\[
Ax=L\,S(L-x)+\tfrac R2\,[F(L-x)-F(x)]. \tag{8}
\]

The kernel is symmetric, so \(\int w\,(Ag)\,dx=\int (Aw)\,g\,dx\) for any bounded \(g\); all integrals here run from 0 to \(L\). Taking \(g=x\) and \(g=1\),

\[
L\!\int\! wS(L-x)\,dx+\frac R2\!\int\! w\,[F(L-x)-F(x)]\,dx=\int xS(L-x)\,dx,
\]
\[
\int wS(x)\,dx+\int wS(L-x)\,dx=\int S(L-x)\,dx .
\]

Let \(I=\int wS(x)\,dx\). Eliminating \(\int wS(L-x)\,dx\) gives

\[
L\,I=\int (L-x)S(L-x)\,dx+\frac R2\int w\,[F(L-x)-F(x)]\,dx .
\]

The first term is \(\int zS\,dz=-\tfrac R2LF(L)+\tfrac R2\int F\,dz\), by (4) and integration by parts. In the second, (6) turns \(\int wF(L-x)\,dx\) into \(\int(1-w)F\,dx\). Together,

\[
L\,I=\frac R2\left[-LF(L)+2\int F(1-w)\,dx\right].
\]

Multiplying by \(2/(RL)\) and inserting the result in (2) cancels \(F(L)\) and leaves (7). \(\square\)

## Proof of the bounds and the limit

From \(F=(2z^2+4R^2-2sz)/4R^2\) and \((s^3)'=3sz\),

\[
\int_0^\infty F\,dz=\frac1{4R^2}\left[\frac{2z^3}3+4R^2z-\frac{2s^3}3\right]_0^\infty=\frac1{4R^2}\cdot\frac{16R^3}{3}=\frac{4R}3 .
\]

The upper limit contributes nothing because \(s^3=z^3+6R^2z+O(R^4/z)\). Since \(w\ge0\), (7) gives the upper bound \(W\le(2/L)(4R/3)=8R/3L\).

For the lower bound, (7) is rearranged as

\[
\frac{8R}{3L}-W=\frac2L\left[\int_L^\infty F\,dx+\int_0^LFw\,dx\right]. \tag{9}
\]

Equation (2) and the upper bound imply \(\int_0^LSw\,dx\le RW/2\le4R^2/3L\). Choose \(Z\le L\). On \([0,Z]\), \(F=sS/R\le(Z+2R)S/R\), so this stretch contributes at most \(4R(Z+2R)/3L\) to the bracket. Beyond \(Z\), \(w\le1\) and \(F\le R^2/x^2\), so the rest contributes at most \(R^2/Z\). Dividing by \(4R/3\),

\[
1-\frac{W}{8R/3L}\le\frac{Z+2R}{L}+\frac{3R}{4Z}.
\]

With \(Z=\sqrt{3RL/4}\), allowed when \(L\ge3R/4\), the terms \(Z/L\) and \(3R/4Z\) both equal \(\sqrt{3R/4L}\), and their sum is \(\sqrt{3R/L}\). This is (3), whose two sides approach each other in ratio as \(L/R\to\infty\). \(\square\)

The proof nowhere assumes a linear profile. The lower bound is positive only for \(L\) above about \(6.4R\), and it is a guarantee, not an estimate of \(W\).

## Two readings of the result

**Diffusion.** Deep inside a long via a molecule performs a random walk along the axis. Two integrations by parts give its mean square step,

\[
2\int_0^\infty z^2K\,dz=4\int_0^\infty zS\,dz=2R\int_0^\infty F\,dz=\frac{8R^2}3 .
\]

With \(m^2=2R^2(1-\cos\varphi)\) and \(\int_{-\infty}^{\infty}dz\,(z^2+m^2)^{-3/2}=2/m^2\), the mean flight path is

\[
\int_0^{2\pi}\frac{R^3(1-\cos\varphi)^2}{\pi}\,\frac{2}{m^2}\,d\varphi=\int_0^{2\pi}\frac{R(1-\cos\varphi)}{\pi}\,d\varphi=2R .
\]

If the wall also resets the speed to its thermal distribution, emitted molecules are weighted by \(v\), so the mean of \(1/v\) is \(1/\bar v\), with \(\bar v\) the mean speed in the gas. The mean flight time is then \(2R/\bar v\), and the diffusion coefficient is

\[
D_K=\frac{8R^2/3}{2\,(2R/\bar v)}=\frac{2R\bar v}3=\frac{\bar vD}3 .
\]

A gas of density \(n\) at the mouth and zero at the bottom drives a flux \(D_Kn/L\), while \(n\bar v/4\) enters. The ratio is \(4D/3L\). This argument holds only for long vias, for two reasons. It neglects the jumps of the profile at the two ends, and it treats every flight as short compared with \(L\), although \(F\) falls only as \(R^2/z^2\). The two effects do not divide the 18 % deficit found below at \(L/D=10\) in a unique way: the jumps, \(2w(0)=0.096\), lower the mean gradient by 9.6 %, yet the jump-free line \(w=x/L\) inserted in (7) already gives a deficit of 14 %.

**Short via.** For \(L\ll R\), \(F(L)\approx1-L/R\) by (4), and \(S\approx w\approx\tfrac12\) on the wall. Equation (2) gives \(W\approx1-L/R+(2/R)(L/4)=1-L/D\). The long-tube formula diverges here; at \(L/D=1\) it gives 1.33, impossible for a probability, where the solution of (1) gives 0.514.

## Worked case: precursor reaching the bottom of a via

In atomic layer deposition of a TaN barrier, a tantalum precursor reacts with the surface until the surface is saturated. The theorem describes the idealised case of a side wall that retains nothing above a bottom that retains every arrival, which sets an upper limit on the rate of capture at the bottom as long as the wall re-emits by the cosine law; a partly specular wall can transmit more. It is not a stage of ordinary growth when wall and bottom react alike. With the values found below, an absorbing bottom receives on average \(WJ_0=0.109J_0\) per unit area and the lowest wall only \([1-w(L)]J_0=0.048J_0\), so the bottom does not wait for the wall to saturate. The case applies where the wall is inert or passivated and the bottom is not. Take pentakis(dimethylamino)tantalum, 401.3 u, at 0.1 Torr in 1 Torr of argon at 523 K, with the via of the opening paragraph. These are rough typical values, though an aspect ratio of 10 is steep for a via between wiring levels.

Here \(L=20R\). Solving (1) numerically gives \(W=0.1093\), inside the bounds 0.0684 and 0.1333 of (3). Tracing random paths in three dimensions, without \(K\), \(S\) or \(F\), gives \(0.1108\pm0.0009\), which is 1.6 standard errors away. Direct flights, \(F(L)=0.0025\), supply 2.3 % of the arrivals; the rest have touched the wall.

The long-tube value is 22 % above \(W\). Put the other way, \(W\) lies 18 % below it, and (9) divides this deficit. The tail \(\int_L^\infty F\) is at most \(R^2/L\), or \(3R/4L=3.75\,\%\) of the long-tube value. The remaining 14 % or more comes from \(\int Fw\): molecules leaving the upper part of the wall still have some chance of getting through. This chance is \(w(0)=0.048\) at the mouth itself, not zero, and it grows with depth. The profile is otherwise nearly straight: a line joining \(w(0)\) to \(w(L)=0.952\) gives 0.274 at quarter depth, against the computed 0.281.

The approach to the limit is slow:

| \(L/D\) | \(W\) | \(W/(4D/3L)\) |
|---|---|---|
| 2 | 0.357 | 0.535 |
| 5 | 0.191 | 0.716 |
| 10 | 0.109 | 0.820 |
| 50 | 0.0253 | 0.948 |
| 200 | 0.0066 | 0.984 |

Inserting \(w\approx x/L\) and \(F\approx R^2/x^2\) in (9) suggests a relative deficit of order \((R/L)\ln(L/R)\), an estimate that is not proved here.

In absolute terms, the mean speed is \(\bar v=\sqrt{8k_BT/\pi m}=166\) m/s, and the entering flux is \(J_0=n\bar v/4=p/\sqrt{2\pi mk_BT}=7.67\times10^4\) nm\(^{-2}\) s\(^{-1}\). Over the opening of \(\pi(50\ \text{nm})^2/4=1963\) nm\(^2\) this makes \(1.5\times10^8\) molecules per second, of which \(1.6\times10^7\) reach the bottom.

## What a real via changes

**Wall sticking** of even one per cent lowers the result strongly. If each wall contact retains a molecule with probability \(\beta\), the integrals in (1) and (2) acquire a factor \(1-\beta\). With all else fixed, \(W\) falls by 6 % for \(\beta=0.001\), by 44 % for 0.01 and by 94 % for 0.1. The reason is the number of contacts. A molecule transmitted after \(n\) contacts survives with probability \((1-\beta)^n\), and the mean of this is at least \((1-\beta)^{\bar n}\) by convexity. The ratio 0.936 at \(\beta=0.001\) therefore requires \(\bar n\ge-\ln0.936/0.001\approx66\) contacts on average. Before the wall saturates, \(\beta\) is the reaction probability itself and the non-sticking result does not apply.

**Bottom sticking** may be incomplete too. If the bottom retains a fraction \(\sigma\) of arrivals and re-emits the rest uniformly over its area and by the cosine law, each re-emitted molecule escapes with probability \(W\) or returns with probability \(1-W\). Summing the returns,

\[
P=W\sigma\sum_{n\ge0}\,[(1-\sigma)(1-W)]^n=\frac{W\sigma}{\sigma+W-\sigma W}.
\]

For \(\sigma=0.1\) this is 0.055, half of \(W\). Path tracing, which re-emits each molecule where it landed, gives 0.054.

**Geometry** matters because in the long limit the throughput, opening area times \(W\), scales as \(D^3/L\). A 2 nm film on the wall narrows the via to 46 nm and cuts the throughput by 21 %; the cube law alone would give 22 %. A molecule about 0.9 nm across (a rough size) cannot bring its centre to the wall, which costs 5 %.

**Gas collisions** are rare on any one flight. The mean free path in the argon is about 13 µm, so a flight of mean length \(D\) is interrupted with a probability of about 0.4 %. Over the 66 or more wall contacts of a transmitted molecule this adds up to roughly one collision for every four molecules, or more. The effect on \(W\) is not computed here. Collisions between precursor molecules, at a tenth of the argon pressure, are left out of these figures.

**Steady flow** is well justified if molecules do not linger on the wall. The diffusive filling time \(L^2/2D_K\) is 45 ns, whereas one arrival per nm\(^2\), averaged over the bottom, takes 119 µs. Residence on the wall would lengthen the first time, and its size is not estimated here. Taper, roughness and specular reflection also lie outside the model. The full set of computed values is in the numerical output below.

## Computed values

```
integral of F over z: 1.333333 R
mean square axial step: 2.666667 R^2
mean flight path: 2.000000 R
L/D, W, 4D/(3L), ratio W/(4D/(3L)):
     1  0.51423  1.33333  0.3857
     2  0.35657  0.66667  0.5349
     5  0.19094  0.26667  0.7160
    10  0.10932  0.13333  0.8199
    20  0.05945  0.06667  0.8918
    50  0.02528  0.02667  0.9479
   200  0.00656  0.00667  0.9840
via diameter: 50 nm, depth: 500 nm
temperature: 523 K
precursor pressure: 0.1 Torr
argon pressure: 1.0 Torr
precursor molecular mass: 401.3 u
transmission W: 0.1093
long-tube value 4D/(3L): 0.1333
long-tube value too high by: 22.0 %
lower bound on W: 0.0684
ray-traced W: 0.1108 +- 0.0009
line-of-sight part F(L): 0.00249
line-of-sight share of W: 2.3 %
w at x/L = 0.00: 0.0481
w at x/L = 0.25: 0.2806
w at x/L = 0.50: 0.5000
w at x/L = 0.75: 0.7194
w at x/L = 1.00: 0.9519
ray-traced w at x/L = 0.25: 0.2826
ray-traced w at x/L = 0.75: 0.7154
mean thermal speed: 166.1 m/s
flux at entrance: 7.667e+04 per nm^2 per s
molecules entering: 1.505e+08 per s
molecules reaching bottom: 1.646e+07 per s
flux at bottom: 8.382e+03 per nm^2 per s
wall sticking 0.001: W = 0.10231, ratio 0.936
wall sticking 0.010: W = 0.06120, ratio 0.560
wall sticking 0.100: W = 0.00689, ratio 0.063
ray-traced W, wall sticking 0.010: 0.0607
bottom sticking 0.1, uniform formula: 0.0551
bottom sticking 0.1, ray-traced: 0.0542
molecule diameter (rough): 0.9 nm
argon diameter (rough): 0.36 nm
throughput ratio, finite molecule size: 0.950
throughput ratio, 2 nm film on wall: 0.788
mean free path in argon: 13.1 um
diameter / mean free path: 0.0038
Knudsen diffusion coefficient: 0.0277 cm^2/s
diffusive filling time L^2/(2 D_K): 45.2 ns
time for 1 arrival per nm^2 at bottom: 119.3 us
```
